\section*{Lifshitz invariants and favoured magnetic twists for T, Cnv, D2d and Dn}

\section{What symmetry leaves open}

Let $\mathbf m(\mathbf r)$ be the unit magnetization of a ferromagnet that varies slowly on the scale of the lattice. We look for energy terms with one gradient and the lowest possible power of $\mathbf m$. Time reversal changes the sign of $\mathbf m$, so terms linear in $\mathbf m$ are forbidden and the first candidates are $m_i\partial_k m_j$. Their symmetric part is a total derivative,
\begin{equation}
m_i\partial_k m_j+m_j\partial_k m_i=\partial_k(m_im_j),
\end{equation}
which contributes only at the surface of a uniform material. The antisymmetric parts $m_i\partial_k m_j-m_j\partial_k m_i$ are the Lifshitz invariants. For each $k$ they are the three components of $\mathbf m\times\partial_k\mathbf m$, so there are nine of them. With an isotropic exchange stiffness $A>0$ the energy density is
\begin{equation}
w=A\sum_k|\partial_k\mathbf m|^2+\sum_{ak}\mathcal D_{ak}\,(\mathbf m\times\partial_k\mathbf m)_a .
\label{eq:w}
\end{equation}
The first index of $\mathcal D$ belongs to the spin and the second to the gradient. The algebra is in atomic units; numbers are in eV and \AA.

Dimensions already fix the scales. $A$ is an energy per length and $\mathcal D$ an energy per area. If $D$ is the size of $\mathcal D$, the one length available is proportional to $A/D$ and the one energy density to $D^2/A$. Symmetry must supply the pattern of $\mathcal D$, and the pattern decides the kind of twist.

Spin--orbit coupling ties spins to the lattice, so a point-group operation $R$ acts on both. The magnetization is an axial vector: the transformed texture is $\mathbf m'(R\mathbf r)=S\,\mathbf m(\mathbf r)$ with $S=(\det R)R$. Here $\det S=(\det R)^3\det R=1$, so $S$ is a proper rotation and passes through a cross product unchanged. Gradients transform as $\partial'_k=\sum_l R_{kl}\partial_l$. Hence
\begin{equation}
\sum_{ak}\mathcal D_{ak}(\mathbf m'\times\partial'_k\mathbf m')_a
=\sum_{bl}(S^{T}\mathcal D R)_{bl}\,(\mathbf m\times\partial_l\mathbf m)_b .
\end{equation}
At a given point $\mathbf m\times\partial_l\mathbf m$ can be any vector perpendicular to $\mathbf m$, and $\mathbf m$ can have any direction. The energy density is therefore unchanged for all textures only if $\mathcal D=S^T\mathcal DR$. The integrated energy gives the same condition: for the spirals of Section 2 the change in density is the constant $\mathbf n\cdot(S^T\mathcal DR-\mathcal D)\mathbf q$, which vanishes for all $\mathbf n$ and $\mathbf q$ only if the matrix does. Equivalently,
\begin{equation}
\mathcal D=(\det R)\,R\,\mathcal D\,R^{T}\qquad\text{for every } R \text{ in the group}.
\label{eq:rule}
\end{equation}
As a first limit, take inversion, $R=-1$. It gives $\mathcal D=-\mathcal D=0$: a centrosymmetric crystal has no Lifshitz invariant.

\section{The simplest case: group T}

Group T has two-fold axes along $x,y,z$ and three-fold axes along the cube diagonals. The two-fold axis along $z$, $R=\mathrm{diag}(-1,-1,1)$, reverses $\mathcal D_{xz},\mathcal D_{yz},\mathcal D_{zx},\mathcal D_{zy}$, which must vanish. The axis along $x$ removes $\mathcal D_{xy}$ and $\mathcal D_{yx}$ in the same way. The three-fold axis permutes $x,y,z$ and makes the diagonal entries equal. Thus $\mathcal D=D\,\mathbb 1$, and
\begin{equation}
w_D=D\sum_{abc}\epsilon_{abc}m_b\partial_am_c
=-D\sum_{abc}m_b\epsilon_{bac}\partial_am_c=-D\,\mathbf m\cdot(\nabla\times\mathbf m).
\end{equation}

To see which twist this favours, try a spiral with orthonormal $\mathbf e_1,\mathbf e_2$ and rotation axis $\mathbf n=\mathbf e_1\times\mathbf e_2$:
\begin{equation}
\mathbf m=\mathbf e_1\cos(\mathbf q\cdot\mathbf r)+\mathbf e_2\sin(\mathbf q\cdot\mathbf r).
\end{equation}
Its derivative is $\partial_k\mathbf m=q_k(-\mathbf e_1\sin+\mathbf e_2\cos)$, so $\sum_k|\partial_k\mathbf m|^2=q^2$ and
\begin{equation}
\mathbf m\times\partial_k\mathbf m=q_k(\cos^2+\sin^2)\,\mathbf n=q_k\mathbf n .
\end{equation}
For any $\mathcal D$ the energy density is therefore uniform,
\begin{equation}
w=Aq^2+\mathbf n\cdot\mathcal D\mathbf q .
\label{eq:spiral}
\end{equation}
If $\mathbf n\parallel\mathbf q$, the spins turn in the plane perpendicular to the direction of travel: a Bloch helix. It is a right-handed screw for $\mathbf n\cdot\hat{\mathbf q}=+1$ and a left-handed one for $-1$. If $\mathbf n\perp\mathbf q$, the plane of rotation contains $\mathbf q$: a N\'eel cycloid.

For group T, $w=Aq^2+D\,\mathbf n\cdot\mathbf q$. With $D>0$ the best axis is $\mathbf n=-\hat{\mathbf q}$, a left-handed Bloch helix, and $2Aq-D=0$ gives
\begin{equation}
q=\frac{D}{2A},\qquad w=-\frac{D^2}{4A}.
\end{equation}
All directions of $\mathbf q$ are degenerate in this model, which has no cubic anisotropy. Changing the sign of $D$ reverses the handedness, and $D\to0$ sends the period to infinity, which recovers the uniform ferromagnet.

As round model parameters take $A=0.005$ eV/\AA\ and $D=2\times10^{-4}$ eV/\AA$^2$. Then $2A/D=0.01/(2\times10^{-4})=50$ \AA. The period is $2\pi\times50=314.16$ \AA\ (593.67 bohr), and $w=-(4\times10^{-8})/0.02=-2\times10^{-6}$ eV/\AA$^3$.

\section{Groups with a main axis}

Let the main axis be $z$ and split the in-plane block $M$ of $\mathcal D$ as
\begin{equation}
M=\begin{pmatrix}\mathcal D_{xx}&\mathcal D_{xy}\\ \mathcal D_{yx}&\mathcal D_{yy}\end{pmatrix}
=s\,\mathbb 1+a\,J+p\,\sigma_z+r\,\sigma_x,\qquad
J=\begin{pmatrix}0&1\\-1&0\end{pmatrix},
\label{eq:split}
\end{equation}
where $\sigma_z=\mathrm{diag}(1,-1)$, $\sigma_x$ has unit off-diagonal entries, and
\begin{equation}
s,p=\tfrac12(\mathcal D_{xx}\pm\mathcal D_{yy}),\qquad
r,a=\tfrac12(\mathcal D_{xy}\pm\mathcal D_{yx}).
\end{equation}
Let $\varrho$ be the in-plane rotation by $\alpha$. It commutes with $\mathbb 1$ and $J$, so $s$ and $a$ do not change. Since $\sigma_z\varrho^T=\varrho\sigma_z$, and likewise for $\sigma_x$,
\begin{align}
\varrho\,\sigma_z\varrho^T&=\varrho^2\sigma_z=\cos2\alpha\,\sigma_z+\sin2\alpha\,\sigma_x,\\
\varrho\,\sigma_x\varrho^T&=\varrho^2\sigma_x=-\sin2\alpha\,\sigma_z+\cos2\alpha\,\sigma_x .
\end{align}
The pair $(p,r)$ turns by $2\alpha$. The pairs $(\mathcal D_{xz},\mathcal D_{yz})$ and $(\mathcal D_{zx},\mathcal D_{zy})$ are ordinary in-plane vectors and turn by $\alpha$, while $\mathcal D_{zz}$ is fixed.

\textbf{Rotation $C_n$.} Here $\alpha=2\pi/n$. The mixed $xz$-type entries vanish for $n\ge2$. The pair $(p,r)$ survives only if $4\pi/n$ is a multiple of $2\pi$, so it vanishes for $n\ge3$. That leaves $s$, $a$ and $\mathcal D_{zz}$.

\textbf{$C_{nv}$, $n\ge3$.} The mirror $R=\mathrm{diag}(1,-1,1)$ has $\det R=-1$. By Eq.~(\ref{eq:rule}) it keeps only entries with exactly one index $y$. Of the three survivors only $a=D$ remains:
\begin{align}
w_D&=D\left[(\mathbf m\times\partial_y\mathbf m)_x-(\mathbf m\times\partial_x\mathbf m)_y\right]\nonumber\\
&=D\left[m_y\partial_ym_z-m_z\partial_ym_y-m_z\partial_xm_x+m_x\partial_xm_z\right]\nonumber\\
&=D\left[(\mathbf m\cdot\nabla)m_z-m_z\nabla\cdot\mathbf m\right].
\end{align}
In the last line the two $z$-derivative terms cancel.

\textbf{$D_n$, $n\ge3$.} The two-fold axis $R=\mathrm{diag}(1,-1,-1)$ removes $a$ and keeps $s$ and $\mathcal D_{zz}$, so $\mathcal D=\mathrm{diag}(D_1,D_1,D_3)$. Setting $D_3=D_1$ recovers group T.

\textbf{$D_{2d}$.} The operation $S_4$ is a quarter turn combined with $z\to-z$, and $\det R=-1$. In the plane it requires $M=-\varrho M\varrho^T$ with $2\alpha=\pi$. The extra sign removes $s$ and $a$. The pair $(p,r)$ changes sign twice and survives. The entry $\mathcal D_{zz}$ goes to $-\mathcal D_{zz}$ and vanishes. The mixed entries acquire two minus signs and a quarter turn, so they vanish too. With two-fold axes along $x$ and $y$ only $p=D$ remains:
\begin{align}
\mathcal D&=\mathrm{diag}(D,-D,0),\nonumber\\
w_D&=D\left[m_y\partial_xm_z-m_z\partial_xm_y-m_z\partial_ym_x+m_x\partial_ym_z\right].
\end{align}
If instead the mirrors are normal to $x$ and $y$, only $r$ remains and $\mathcal D_{xy}=\mathcal D_{yx}$. This is the same invariant with the axes turned by $45^\circ$.

\textbf{The case $n=2$} is different, because $C_2$ does not remove $p$ and $r$. In $C_{2v}$ the entries $\mathcal D_{xy}$ and $\mathcal D_{yx}$ are independent; in $D_2$ all three diagonal entries are. In these groups symmetry alone therefore does not decide between skyrmion and antiskyrmion, as Section 5 makes precise.

\section{Spirals in any of these groups}

Minimizing Eq.~(\ref{eq:spiral}) first over $\mathbf n$ and then over $q$ at fixed direction $\hat{\mathbf q}$ gives
\begin{equation}
\mathbf n=-\frac{\mathcal D\hat{\mathbf q}}{|\mathcal D\hat{\mathbf q}|},\qquad
q=\frac{|\mathcal D\hat{\mathbf q}|}{2A},\qquad
w=-\frac{|\mathcal D\hat{\mathbf q}|^2}{4A}.
\label{eq:best}
\end{equation}
The best direction maximizes $|\mathcal D\hat{\mathbf q}|$, whose maximum is the largest singular value $\sigma$ of $\mathcal D$.

No other texture does better in this model. Expand $\mathbf m=\sum_{\mathbf q}\mathbf c_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ in a large periodic volume. The mean energy density is
\begin{equation}
\langle w\rangle=\sum_{\mathbf q}\left[Aq^2|\mathbf c_{\mathbf q}|^2+i\,(\mathcal D\mathbf q)\cdot(\mathbf c_{\mathbf q}^*\times\mathbf c_{\mathbf q})\right].
\end{equation}
Write $\mathbf c=\mathbf a+i\mathbf b$ with real $\mathbf a,\mathbf b$. Then $\mathbf c^*\times\mathbf c=2i\,\mathbf a\times\mathbf b$, and $2|\mathbf a\times\mathbf b|\le|\mathbf a|^2+|\mathbf b|^2=|\mathbf c|^2$. Each term is thus at least
\begin{equation}
(Aq^2-|\mathcal D\mathbf q|)|\mathbf c_{\mathbf q}|^2\ge(Aq^2-\sigma q)|\mathbf c_{\mathbf q}|^2\ge-\frac{\sigma^2}{4A}|\mathbf c_{\mathbf q}|^2 .
\end{equation}
Since $\sum|\mathbf c_{\mathbf q}|^2=\langle|\mathbf m|^2\rangle=1$, we have $\langle w\rangle\ge-\sigma^2/4A$. The spiral has $|\mathbf m|=1$ everywhere and reaches this bound. The argument needs zero field and no anisotropy other than $\mathcal D$.

Now insert $\hat{\mathbf q}=(\cos\beta,\sin\beta,0)$ with $D,D_1>0$.

For $C_{nv}$, $\mathcal D\hat{\mathbf q}=D(\sin\beta,-\cos\beta,0)$ is perpendicular to $\hat{\mathbf q}$: a N\'eel cycloid for every in-plane direction. A component of $\mathbf q$ along $z$ gains nothing, so the best spirals lie in the plane.

For $D_{2d}$, $\mathcal D\hat{\mathbf q}=D(\cos\beta,-\sin\beta,0)$, and
\begin{equation}
\mathbf n\cdot\hat{\mathbf q}=-(\cos^2\beta-\sin^2\beta)=-\cos2\beta .
\end{equation}
The spiral is a left-handed Bloch helix along $x$, a N\'eel cycloid at $45^\circ$ and a right-handed Bloch helix along $y$, all with the same energy.

For $D_n$, in-plane spirals are Bloch helices. If $\hat{\mathbf q}$ makes an angle $\vartheta$ with $z$,
\begin{equation}
|\mathcal D\hat{\mathbf q}|^2=D_1^2\sin^2\vartheta+D_3^2\cos^2\vartheta .
\end{equation}
The best helix runs along $z$ if $|D_3|>|D_1|$ and in the plane if $|D_3|<|D_1|$. With $D_1=D$ and $D_3=1.5D=3\times10^{-4}$ eV/\AA$^2$ it runs along $z$. Its period is $314.16/1.5=209.44$ \AA\ and its energy density is $-2\times10^{-6}\times1.5^2=-4.5\times10^{-6}$ eV/\AA$^3$. The $C_{nv}$ and $D_{2d}$ spirals with the same $D$ share the period and energy found for T.

\section{Circular textures in a film}

A spiral twists along one direction; a skyrmion twists along all in-plane directions at once. Take a film of thickness $t$ in which $\mathbf m$ does not depend on $z$, in a field that favours $+z$. Use polar coordinates $(\rho,\phi)$ and
\begin{equation}
\mathbf m=\sin\theta\,\mathbf u+\cos\theta\,\hat{\mathbf z},\qquad
\mathbf u=(\cos\psi,\sin\psi,0),\qquad \tilde{\mathbf u}=\hat{\mathbf z}\times\mathbf u .
\end{equation}
Because $\partial_k\mathbf u=\tilde{\mathbf u}\,\partial_k\psi$,
\begin{equation}
\partial_k\mathbf m=(\cos\theta\,\mathbf u-\sin\theta\,\hat{\mathbf z})\,\partial_k\theta+\sin\theta\,\tilde{\mathbf u}\,\partial_k\psi .
\end{equation}
With $\mathbf u\times\hat{\mathbf z}=-\tilde{\mathbf u}$, $\mathbf u\times\tilde{\mathbf u}=\hat{\mathbf z}$ and $\hat{\mathbf z}\times\tilde{\mathbf u}=-\mathbf u$,
\begin{equation}
\mathbf m\times\partial_k\mathbf m=\tilde{\mathbf u}\,\partial_k\theta+(\sin^2\theta\,\hat{\mathbf z}-\sin\theta\cos\theta\,\mathbf u)\,\partial_k\psi .
\end{equation}

Consider circular textures $\theta(\rho)$, $\psi=v\phi+\gamma$, with integer vorticity $v$, $\theta(0)=\pi$ and $\theta(\infty)=0$. Then $\nabla\theta=\theta'\hat{\boldsymbol\rho}$ and $\nabla\psi=(v/\rho)\hat{\boldsymbol\phi}$. All groups above have $\mathcal D_{zx}=\mathcal D_{zy}=0$, so
\begin{equation}
w_D=\theta'\,\tilde{\mathbf u}\cdot M\hat{\boldsymbol\rho}-\frac{v\sin\theta\cos\theta}{\rho}\,\mathbf u\cdot M\hat{\boldsymbol\phi}.
\end{equation}
Let $\chi=\psi-\phi$ and $\eta=\psi+\phi$. The four parts of $M$ give
\begin{equation}
\begin{array}{c|cccc}
 & \mathbb 1 & J & \sigma_z & \sigma_x\\ \hline
\tilde{\mathbf u}\cdot(\cdot)\hat{\boldsymbol\rho} & -\sin\chi & -\cos\chi & -\sin\eta & \cos\eta\\
\mathbf u\cdot(\cdot)\hat{\boldsymbol\phi} & \sin\chi & \cos\chi & -\sin\eta & \cos\eta
\end{array}
\end{equation}
and therefore
\begin{align}
w_D=&-(s\sin\chi+a\cos\chi)\left(\theta'+\frac{v\sin\theta\cos\theta}{\rho}\right)\nonumber\\
&-(p\sin\eta-r\cos\eta)\left(\theta'-\frac{v\sin\theta\cos\theta}{\rho}\right).
\end{align}
Since $\chi=(v-1)\phi+\gamma$ and $\eta=(v+1)\phi+\gamma$, the first line averages to zero over $\phi$ unless $v=1$, and the second unless $v=-1$. In both surviving cases the radial integral is
\begin{equation}
\int_0^\infty\!\left(\theta'+\frac{\sin\theta\cos\theta}{\rho}\right)\rho\,d\rho
=-\int_0^\infty\!\left(\theta-\tfrac12\sin2\theta\right)d\rho\equiv-I ,
\end{equation}
by partial integration of $\rho\theta'$. For $\theta\ge0$ the integrand is not negative, so $I>0$. The Lifshitz energies are
\begin{align}
v=+1:&\quad E_D=2\pi tI\,(s\sin\gamma+a\cos\gamma)\ \ge-2\pi tI\,c_+,\quad c_+=\sqrt{s^2+a^2},\\
v=-1:&\quad E_D=2\pi tI\,(p\sin\gamma-r\cos\gamma)\ \ge-2\pi tI\,c_-,\quad c_-=\sqrt{p^2+r^2}.
\end{align}
The best $\gamma$ attains each bound. From Eq.~(\ref{eq:split}),
\begin{equation}
\det M=(s+p)(s-p)-(r+a)(r-a)=c_+^2-c_-^2 .
\end{equation}
Exchange and field energies are the same for $v=\pm1$ at a given profile. Hence, of the two circular textures $v=\pm1$, the only ones with a net Lifshitz energy, $\det M>0$ favours the skyrmion $v=1$ and $\det M<0$ the antiskyrmion $v=-1$. For positive constants:
\begin{itemize}
\item T and $D_n$ ($s>0$): $v=1$, $\gamma=-90^\circ$. The in-plane spin is tangential, a Bloch skyrmion.
\item $C_{nv}$, $n\ge3$ ($a>0$): $v=1$, $\gamma=180^\circ$. The in-plane spin is radial, a N\'eel skyrmion.
\item $D_{2d}$ ($p>0$): $v=-1$, $\gamma=-90^\circ$, an antiskyrmion. Its walls are Bloch-like along $x$ and $y$, with opposite handedness, and N\'eel-like on the diagonals, in agreement with the spirals.
\end{itemize}
Reversing the sign of the constant shifts $\gamma$ by $180^\circ$.

The rule also ranks the circular textures for $n=2$. There $c_+$ and $c_-$ are in general both nonzero, and the unmatched part of $M$ leaves a term in $w_D$ that varies with $2\phi$; a circular texture is then only a trial form, and the comparison holds within that form. For $D_2$, $\det M=\mathcal D_{xx}\mathcal D_{yy}$; for $C_{2v}$, $\det M=-\mathcal D_{xy}\mathcal D_{yx}$. Either sign is allowed. With $\mathcal D_{xx}=2\times10^{-4}$ and $\mathcal D_{yy}=-1\times10^{-4}$ eV/\AA$^2$, the couplings are $c_+=0.5\times10^{-4}$ and $c_-=1.5\times10^{-4}$ eV/\AA$^2$, so of the two circular textures $v=\pm1$ this $D_2$ film favours the antiskyrmion.

\section{One energy for three textures}

For T, $D_n$, $C_{nv}$ ($n\ge3$) and $D_{2d}$ the in-plane block is $M=DO$ with $O$ orthogonal: $\mathbb 1$, $J$ or $\sigma_z$. Let $\mathbf m=S\mathbf n$, where $\mathbf n(\mathbf r)$ is now a unit texture independent of $z$ and $S$ acts as $(\det O)O$ in the plane and as 1 on $z$. Then $\det S=\det O$, and an orthogonal map obeys $(S\mathbf a)\times(S\mathbf b)=(\det S)S(\mathbf a\times\mathbf b)$. The two factors $\det O$ cancel in the plane, leaving
\begin{equation}
w_D=D\sum_{k=x,y}(O\mathbf e_k)\cdot O(\mathbf n\times\partial_k\mathbf n)_\parallel
=D\sum_{k=x,y}(\mathbf n\times\partial_k\mathbf n)_k ,
\end{equation}
which is the Bloch form. Exchange and $m_z$ are unchanged. The Bloch, N\'eel and antiskyrmion problems therefore have equal energies, for circular and non-circular textures alike. Dipolar energy, omitted here, breaks this equality because it depends on $\nabla\cdot\mathbf m$, which $S$ does not preserve.

\section{Size and energy of the skyrmion}

Add the field energy density $h(1-\cos\theta)$, measured from the saturated state. With $L=2A/D$, $x=\rho/L$ and $b=hL^2/A$, the favoured texture has
\begin{equation}
E=2\pi At\int_0^\infty\!\left[\theta'^2+\frac{\sin^2\theta}{x^2}+2\left(\theta'+\frac{\sin\theta\cos\theta}{x}\right)+b(1-\cos\theta)\right]x\,dx ,
\end{equation}
where the prime now means $d/dx$ and the factor 2 is $DL/A$. Stationarity requires
\begin{equation}
\frac{d}{dx}(2x\theta'+2x)=\frac{\sin2\theta}{x}+2\cos2\theta+bx\sin\theta .
\end{equation}
Using $1-\cos2\theta=2\sin^2\theta$ and dividing by $2x$,
\begin{equation}
\theta''+\frac{\theta'}{x}-\frac{\sin2\theta}{2x^2}+\frac{2\sin^2\theta}{x}-\frac b2\sin\theta=0 .
\end{equation}

Stretching a profile by a factor $\lambda$ leaves the planar exchange energy unchanged and multiplies the Lifshitz energy by $\lambda$ and the field energy by $\lambda^2$:
\begin{equation}
E(\lambda)=E_{\rm ex}+\lambda E_D+\lambda^2E_Z .
\end{equation}
At equilibrium $dE/d\lambda=0$ at $\lambda=1$, so $E_D=-2E_Z$. Without the Lifshitz term $dE/d\lambda=2E_Z>0$ for $h>0$, so no finite size is stationary.

For $h=4\times10^{-6}$ eV/\AA$^3$ and $t=20$ \AA, $b=4\times10^{-6}\times50^2/0.005=2$. The numerical solution has $m_z=0$ at a radius of 57 \AA\ and
\begin{equation}
E=2.919-4.660+2.330=0.589\ \text{eV}\quad(0.0216\ \text{hartree}).
\end{equation}
The equilibrium condition holds, since $2\times2.330=4.660$. The energy is positive, so at this field the isolated skyrmion, kept uniform along $z$, lies above the saturated state. Halving its size raises the energy to 1.171 eV.

A circular texture with the same profile but the unmatched vorticity has $E_D=0$. Its energy is 5.249 eV at full size and 3.502 eV at half size, so it shrinks until the continuum description fails. This does not exclude non-circular textures of that vorticity. A direct sum over a Cartesian grid at this profile, scanning $v=\pm1,\pm2$ and $\gamma$, finds the lowest Lifshitz energy for the textures listed in Section 5. Its Lifshitz energy, $-4.658$ eV for all four groups, is 0.06\% smaller in magnitude than the radial value.

These results hold to first order in gradients of the Lifshitz energy, for isotropic exchange, and without magnetocrystalline anisotropy or dipolar energy. The last two need not be small. The groups with a main axis allow a term $Km_z^2$. A film with $M_s=1.1$ MA/m has a shape energy $\mu_0M_s^2/2=0.76$ MJ/m$^3$, against $D^2/4A=0.32$ MJ/m$^3$ for the parameters used here. The periods, radii and energies are those of the model, not of a particular material. In T and $D_n$ films the term $\mathcal D_{zz}$ can also twist $\mathbf m$ through the thickness; the assumed uniformity along $z$ leaves this out, and the omission is not small. Take $\psi=\phi+\gamma-\kappa z$ with $\kappa=\mathcal D_{zz}/2A$ and $z$ measured from the mid-plane. This gains $(\mathcal D_{zz}^2/4A)\sin^2\theta$ per volume and multiplies $E_D$ by $\sin(\kappa t/2)/(\kappa t/2)$. For T, with the profile found above, it lowers the skyrmion energy from $0.589$ to $-0.53$ eV, below the saturated state. The positive energy therefore does not carry over to a T film at this field. A cone with $\mathbf q$ along $z$ and optimal $q$ has $w=-(\mathcal D_{zz}^2/4A)\sin^2\theta+h(1-\cos\theta)$, so the saturated state is unstable for $h<\mathcal D_{zz}^2/2A$. For T this threshold is $4\times10^{-6}$ eV/\AA$^3$, equal to the field used above. For $D_3=1.5D$ it is $9\times10^{-6}$ eV/\AA$^3$, and at $h=4\times10^{-6}$ eV/\AA$^3$ the cone, with $\cos\theta=4/9$, lies $1.39\times10^{-6}$ eV/\AA$^3$ below the saturated state. The numerical check checks the allowed tensors, the spirals, the determinant rule and the spin map numerically.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Allowed tensor components (first index spin, second gradient)
  T: 1 constant(s): +xx+yy+zz
  D2d, 2-fold axis on x: 1 constant(s): +xx-yy
  D2d, mirror normal to x: 1 constant(s): +xy+yx
  C2v: 2 constant(s): +xy, +yx
  D2: 3 constant(s): +xx, +yy, +zz
  C3v: 1 constant(s): +xy-yx
  D3: 2 constant(s): +xx+yy, +zz
  C4v: 1 constant(s): +xy-yx
  D4: 2 constant(s): +xx+yy, +zz
  C6v: 1 constant(s): +xy-yx
  D6: 2 constant(s): +xx+yy, +zz
Exchange stiffness A = 0.0050 eV/angstrom
Lifshitz constant D = 2.0e-04 eV/angstrom^2
Zeeman density = 4.0e-06 eV/angstrom^3
Film thickness = 20.0 angstrom
Twist length 2A/D = 50.00 angstrom
Reduced field = 2.000 (dimensionless)
Spirals: n.q = -1 left screw, 0 cycloid, +1 right screw
  T: period 314.16 angstrom, energy -2.000e-06 eV/angstrom^3
    n.q at 0, 45, 90 deg from x: [-1.0, -1.0, -1.0]
    T period converted: 593.67 bohr
  Cnv: period 314.16 angstrom, energy -2.000e-06 eV/angstrom^3
    n.q at 0, 45, 90 deg from x: [0.0, 0.0, 0.0]
  D2d: period 314.16 angstrom, energy -2.000e-06 eV/angstrom^3
    n.q at 0, 45, 90 deg from x: [-1.0, 0.0, 1.0]
  Dn: period 209.44 angstrom, energy -4.500e-06 eV/angstrom^3
    n.q at 0, 45, 90 deg from x: [-1.0, -1.0, -1.0]
Skyrmion radius (m_z = 0) = 56.94 angstrom
Exchange energy = 2.9190 eV
Lifshitz energy = -4.6604 eV
Zeeman energy = 2.3302 eV
Total energy = 0.5888 eV = 0.02164 hartree
Half size, matched vorticity: 1.1713 eV
Full size, unmatched vorticity: 5.2492 eV
Half size, unmatched vorticity: 3.5015 eV
Favoured circular texture: vorticity v, phase gamma
  T: v = +1, gamma = -90 deg, Lifshitz energy -4.6577 eV
  Cnv: v = +1, gamma = 180 deg, Lifshitz energy -4.6577 eV
  D2d: v = -1, gamma = -90 deg, Lifshitz energy -4.6577 eV
  Dn: v = +1, gamma = -90 deg, Lifshitz energy -4.6577 eV
D2 example: T_xx = 2.0e-04, T_yy = -1.0e-04 eV/angstrom^2
  coupling for v=+1: 5.00e-05 eV/angstrom^2
  coupling for v=-1: 1.50e-04 eV/angstrom^2
\end{verbatim}
